# Radical-Limited Etch Rate at the Bottom of a Straight Feature

## What the normalized rate can depend on

Consider a hole of width \(D\) and depth \(L\) with vertical walls and a flat bottom, open to a gas of reactive radicals. The radicals collide with surfaces but not with one another inside the hole, so no mean free path enters. If the reaction probability \(S\) per bottom hit does not depend on flux, the transport problem is linear, and every flux in the hole is proportional to the flux \(J_t\) (radicals per area and time) incident on the opening. Let surfaces re-emit radicals diffusely, with a cosine distribution of directions. The paths are then independent of molecular speed, and at given \(S\) temperature and mass enter through \(J_t\) alone.

Dividing the bottom etch rate by that of an open surface of the same material removes \(J_t\) and the volume etched per reaction. If the walls are inert, that is, if they return every radical that strikes them, the remaining dimensionless quantities are \(L/D\) and \(S\), so

\[
\rho\equiv\frac{R_{\rm bottom}}{R_{\rm open}}=F(L/D,S).
\]

Let \(K\) be the probability that a radical entering the opening reaches the bottom before it escapes. For inert walls \(K\) depends on geometry alone. At zero depth \(F=1\). For \(S=1\) the first bottom hit is the last, so \(F=K\).

A mirror symmetry supplies the remaining link. Reflection in the plane at half depth exchanges the opening and the bottom. An isotropic gas sends radicals through the opening uniformly and with a cosine distribution, just as a uniformly emitting diffuse bottom sends them upward. Radicals emitted uniformly from the bottom therefore escape with the same probability \(K\), and with inert walls the rest, \(1-K\), return to the bottom.

## Flux balance

The walls neither consume nor store radicals, and the profile is frozen during a radical's transit. Let \(J_b\) be the steady mean flux on the bottom. It has two parts:

- first arrivals from the opening, \(KJ_t\), since opening and bottom have equal areas;
- returning radicals. The bottom reflects \((1-S)J_b\), of which the fraction \(1-K\) comes back.

The second part uses a closure: reflected radicals are assigned the mean return probability, although they leave from the places where they landed, which need not be uniformly distributed. With it,

\[
J_b=KJ_t+(1-K)(1-S)J_b .
\]

Collecting the terms in \(J_b\) and expanding the product gives

\[
J_b\,[1-(1-K)(1-S)]=KJ_t,
\]
\[
1-(1-K)(1-S)=1-(1-K-S+KS)=K+S-KS .
\]

The etch rate is the reacted flux times the volume \(\Omega\) removed per reacted radical: \(R_{\rm bottom}=\Omega SJ_b\) and \(R_{\rm open}=\Omega SJ_t\). The factor \(\Omega S\) cancels, and

\[
\boxed{\rho=\frac{J_b}{J_t}=\frac{K}{K+S-KS}}
\]

The same expression follows from counting visits. The first visit contributes \(K\) to \(J_b/J_t\), and each later visit carries a further factor \((1-K)(1-S)\), for surviving the bottom and returning to it. The geometric series \(K\sum_{n\ge0}[(1-K)(1-S)]^n\) sums to the boxed result.

"Radical-limited" means that ions or other activation are plentiful enough for the rate to follow the reacted radical flux. If the bottom has reaction probability \(S\) but the open reference surface has \(S_o\), the rate ratio becomes \((S/S_o)\rho\), because \(\Omega S\) no longer cancels completely. If \(S\) depends on the local flux, the balance must be solved self-consistently with \(S=S(J_b)\).

## Limits and sensitivities

Dividing the denominator by \(K\) gives a form convenient for code and for fitting:

\[
\frac1\rho=1+S\,\frac{1-K}{K}.
\]

**Weak depletion.** When \(S(1-K)\ll K\), \(\rho\simeq1-S(1-K)/K\). The bottom flux is then close to that of the open gas, either because reaction at the bottom is rare compared with escape (\(S\ll K\)) or because the hole is shallow (\(K\) near 1).

**Deep hole.** When \(K\ll S\), \(\rho\simeq K/S\). Supply limits the process: the absolute rate tends to \(\Omega KJ_t\), which no longer contains \(S\).

The limits \(S\to0\) and \(K\to0\) do not commute. The first, at fixed \(K>0\), gives 1; the second, at fixed \(S>0\), gives 0. Code should treat \(K=S=0\) as undefined.

**Half rate.** Setting \(\rho=1/2\) gives \(2K=K+S-KS\), hence \(K(1+S)=S\) and

\[
K_{1/2}=\frac{S}{1+S}.
\]

**Changing \(S\).** A larger \(S\) lowers \(\rho\) for \(K<1\), but it raises the absolute rate, which is proportional to \(S\rho\):

\[
\frac{d(S\rho)}{dS}
=\frac{K(K+S-KS)-KS(1-K)}{(K+S-KS)^2}
=\frac{K^2}{(K+S-KS)^2}>0 .
\]

**Error in \(K\).** Differentiating \(\rho\) with respect to \(K\) gives

\[
\frac{d\rho}{dK}=\frac{(K+S-KS)-K(1-S)}{(K+S-KS)^2}=\frac{S}{(K+S-KS)^2}.
\]

Multiplying by \(K/\rho=K+S-KS\) gives the relative sensitivity

\[
\frac{d\ln\rho}{d\ln K}=\frac{S}{K+S-KS}\le1 .
\]

A small relative error in \(K\) is therefore not amplified in \(\rho\).

## How good is the closure?

Divide the bottom into \(N\) patches of equal area. Let \(Q_{ij}\) be the probability that a radical emitted from patch \(j\) next strikes the bottom on patch \(i\), after any number of wall bounces. The exchange between two surface elements a distance \(s\) apart is weighted by \(\cos\theta\cos\theta'/(\pi s^2)\), which is symmetric in the elements. A path through inert walls has the same product of weights when reversed, so \(Q\) is a symmetric matrix.

Let \(u\) be the vector of ones and \(f\) the first-arrival flux divided by \(J_t\). If the bottom does not react, the hole fills with the isotropic gas and every patch receives \(J_t\). Hence \(f+Qu=u\). For a reactive bottom, with \(a=1-S\), the resolved flux \(b\), in units of \(J_t\), obeys

\[
b=f+aQb,\qquad b=(1-aQ)^{-1}(1-Q)u .
\]

Expand \(u\) in orthonormal eigenvectors \(e_k\) of \(Q\), with eigenvalues \(q_k\) and weights \(w_k=(e_k\cdot u)^2/N\), whose sum is 1. Every patch has some chance of losing its radicals through the opening, so \(|q_k|<1\). The mean flux is

\[
\bar b=\frac{u\cdot b}{N}=\sum_kw_k\,g(q_k),\qquad g(q)=\frac{1-q}{1-aq}.
\]

The mean eigenvalue is \(\sum_kw_kq_k=u\cdot Qu/N=1-K\), and \(g(1-K)=\rho\). For \(0<a<1\),

\[
g(q)=\frac1a-\frac{1-a}{a(1-aq)},\qquad
g''(q)=-\frac{2a(1-a)}{(1-aq)^3}<0 .
\]

A concave function satisfies \(\sum_kw_kg(q_k)\le g(\sum_kw_kq_k)\), so \(\bar b\le\rho\). This holds for every \(N\), and therefore in the limit of fine patches. Within the stated transport model the boxed formula is an upper bound on the mean bottom rate. It is exact for \(S=1\), in the limit \(S\to0\), and whenever the first-arrival flux is uniform.

To estimate the error, split both fluxes into a mean and a deviation that averages to zero: \(f=Ku+\delta\) and \(b=\bar b\,u+\beta\). Then \(Qu=u-f=(1-K)u-\delta\), and because \(Q\) is symmetric, \(u\cdot Q\beta=-\delta\cdot\beta\). The mean of \(b=f+aQb\) becomes

\[
(K+S-KS)\,\bar b=K-\frac{a\,\delta\cdot\beta}{N}.
\]

The deviation part is \(\beta=(1-a\bar b)\,\delta\) plus \(a\) times the nonuniform part of \(Q\beta\). That last term is small when returning radicals have largely lost the pattern in which they left. Neglecting it, and using \(1-a\rho=S/(K+S-KS)\), gives

\[
\rho-\bar b\simeq\frac{S(1-S)\,{\rm Var}(f)}{(K+S-KS)^2},
\]

where \({\rm Var}(f)=\delta\cdot\delta/N\) is the variance of \(f\) over the bottom. For cylindrical holes with \(L/D\) from 0.25 to 20, the neglected term makes this estimate too small by less than 10%.

The error is thus quadratic in the nonuniformity of first arrivals.

## Computing \(K\) for a cylindrical hole

Let the radius be \(r_0=D/2\). Consider two coaxial discs of radii \(r_1,r_2\) at separation \(h\). Their exchange area \(G\), defined as the emitting area times the fraction of its emission that reaches the other disc directly, is the double integral of \(\cos\theta\cos\theta'/(\pi s^2)\), with \(\cos\theta=\cos\theta'=h/s\). The angular integral is

\[
\int_0^{2\pi}\frac{d\phi}{(A-B\cos\phi)^2}=\frac{2\pi A}{(A^2-B^2)^{3/2}},
\]

obtained as minus the \(A\)-derivative of \(\int_0^{2\pi} d\phi/(A-B\cos\phi)=2\pi/\sqrt{A^2-B^2}\). Here \(A=h^2+x+y\) and \(B^2=4xy\), where \(x,y\) are the squared radial positions on the two discs. The other angle gives \(2\pi\), and each radial element is \(dx/2\) or \(dy/2\), so

\[
G=\pi h^2\int_0^{r_1^2}\!dx\int_0^{r_2^2}\!dy\,
\frac{A}{(A^2-4xy)^{3/2}} .
\]

The integrand, including the prefactor, is the mixed derivative of \((\pi/2)(A-\sqrt{\Delta})\) with \(\Delta=A^2-4xy\):

\[
\frac{\pi}{2}\left[\frac1{\sqrt{\Delta}}+\frac{(A-2x)(A-2y)}{\Delta^{3/2}}\right]
=\frac{\pi}{2}\,\frac{2A^2-2A(x+y)}{\Delta^{3/2}}
=\frac{\pi h^2A}{\Delta^{3/2}} .
\]

The function vanishes at \(x=0\) and at \(y=0\). Therefore, with \(Z=h^2+r_1^2+r_2^2\),

\[
G(r_1,r_2,h)=\frac{\pi}{2}\left[Z-\sqrt{Z^2-4r_1^2r_2^2}\right]
=\frac{2\pi r_1^2r_2^2}{Z+\sqrt{Z^2-4r_1^2r_2^2}} .
\]

The second form avoids cancellation at large \(h\).

Divide the wall into rings and the bottom into annuli. All other exchange areas are differences of \(G\), because a straight path that crosses one plane inside the hole but not the next must hit the wall between them. Write \(G(h)\) for \(G(r_0,r_0,h)\), and measure height from the bottom.

- Rings \([z_1,z_2]\) and \([z_3,z_4]\), with \(z_2\le z_3\): \(G(z_3-z_2)-G(z_3-z_1)-G(z_4-z_2)+G(z_4-z_1)\).
- A ring of height \(\delta\) with itself: its area less the exchange with its two end discs, \(2\pi r_0\delta-2[\pi r_0^2-G(\delta)]\).
- A bottom disc of radius \(r\) and ring \([z_1,z_2]\): \(G(r,r_0,z_1)-G(r,r_0,z_2)\). Subtracting inner from outer disc gives an annulus.
- The opening and ring \([z_1,z_2]\): \(G(L-z_2)-G(L-z_1)\). For the opening and an annulus, take the difference of \(G(r,r_0,L)\) between its two radii.

With element areas \(A_i\), exchange areas \(E_{ij}\), exchange areas \(T_i\) with the opening, and re-emitted fractions \(c_j\), solve

\[
A_i\Phi_i=T_iJ_t+\sum_jE_{ij}c_j\Phi_j .
\]

Here \(\Phi_i\) is the incident flux, \(c=1\) on inert walls and \(c=1-S\) on the bottom. Setting \(S=1\) makes the area-mean bottom flux equal to \(KJ_t\). Using the actual \(S\) gives the resolved rate \(\bar b\), without the closure.

## Worked example

Take round model parameters: \(D=1000\) Å, \(L=10000\) Å, \(S=0.20\), radical mass \(m=20\) u, thermal energy \(\theta=k_BT=0.030\) eV, density \(n=10^{-11}\) Å\(^{-3}\) and \(\Omega=5\) Å\(^3\). In atomic units, with \(\theta\) in hartree and \(m\) in electron masses, the one-sided flux of a Maxwell gas is

\[
J_t=n\sqrt{\frac{m}{2\pi\theta}}\int_0^\infty v\,e^{-mv^2/(2\theta)}\,dv
=n\sqrt{\frac{m}{2\pi\theta}}\;\frac{\theta}{m}
=n\sqrt{\frac{\theta}{2\pi m}}=\frac{n\bar v}{4},
\]

where \(\bar v=\sqrt{8\theta/(\pi m)}\) is the mean speed. After conversion \(\bar v=6.071\times10^{12}\) Å/s, so

\[
J_t=\frac{10^{-11}\times6.071\times10^{12}}{4}=15.18\ \text{Å}^{-2}\,\text{s}^{-1}.
\]

The open rate is \(5\times0.20\times15.18=15.18\) Å/s; the digits repeat because \(\Omega S=1\) Å\(^3\). The open surface recedes at about \(2.5\times10^{-12}\) of the mean radical speed, which supports the frozen profile.

The surface-exchange equations with 400 rings and 30 annuli give \(K=0.1093\). Halving both numbers changes \(K\) by about 0.05% of its value. The five-digit grid value 0.10934 used below lies about 0.00002 above the converged 0.10932, which does not affect \(\rho\) to four digits. Then

\[
K+S-KS=0.10934+0.20000-0.02187=0.28747,
\]
\[
\rho=\frac{0.1093}{0.2875}=0.380,\qquad
R_{\rm bottom}=0.380\times15.18\simeq5.77\ \text{Å/s},
\]

or 34.6 nm/min. The bottom receives 38% of the open flux, although 11% of entering radicals reach it: repeated visits supply the difference.

At fixed \(D\) and \(S\), the formula and the resolved calculation give:

| \(L\) (Å) | \(K\) | \(\rho\), formula | \(\bar b\), resolved |
|---:|---:|---:|---:|
| 1000 | 0.5142 | 0.8411 | 0.8404 |
| 2000 | 0.3566 | 0.7348 | 0.7343 |
| 5000 | 0.1909 | 0.5413 | 0.5411 |
| 10000 | 0.1093 | 0.3803 | 0.3802 |
| 20000 | 0.0595 | 0.2403 | 0.2402 |

The wall rings coarsen with depth, and from 5000 Å on an entry can be one unit too high in the last digit: the converged resolved rates are 0.5410 at 5000 Å and 0.2401 at 20000 Å.

Half rate requires \(K=0.20/1.20=0.1667\). A root search on the computed \(K\) places this at a depth of about 5970 Å. At 20000 Å the deep-hole estimate \(K/S=0.298\) is still 24% above the full formula, as expected from the neglected relative term \(K(1-S)/S=0.24\).

For the 10000 Å hole, \(S=0.01\) gives \(\rho=0.925\) and \(S=1\) gives \(\rho=0.109\). Raising \(S\) from 0.20 to 1 multiplies the absolute bottom rate by \(0.1093/(0.20\times0.3803)=1.44\), not by five.

The 1000 Å hole shows why the closure works well here. Its first-arrival flux falls from \(0.576J_t\) in the central annulus to \(0.439J_t\) in the outermost one. Values spread evenly over this range would have variance \(0.137^2/12\simeq0.0016\). The error estimate then gives \(0.16\times0.0016/0.611^2\simeq0.0007\), in agreement with the difference in the table.

## Wall loss and unequal areas

**Reactive or recombining walls.** Let \(K'\) be the transmission computed with uniform wall loss. Mirror symmetry still makes \(K'\) the escape probability from the bottom, but a fraction \(w\) of the emitted radicals is now lost on the walls. The return probability is \(1-K'-w\), and the same closure gives

\[
\frac{J_b}{J_t}=\frac{K'}{1-(1-K'-w)(1-S)}
=\frac{K'}{K'+S-K'S+w(1-S)} .
\]

Inserting \(K'\) into the boxed formula omits the positive term \(w(1-S)\) and overestimates the rate for \(S<1\). Nor does the ratio tend to 1 as \(S\to0\); within the closure it tends to \(K'/(K'+w)\).

For the 10000 Å hole, a loss probability of 0.01 per wall hit lowers the transmission from 0.109 to \(K'=0.0612\). The resolved rate is 0.168, whereas the boxed formula with \(K'\) gives 0.246, an overestimate of 46% relative to the resolved value. A small loss per hit matters because radicals strike the walls many times.

**Unequal areas.** Let inert walls join an opening of area \(A_t\) to a flat bottom of area \(A_b\), and let \(K_b\) be the escape probability from the bottom. With a nonreactive bottom the equilibrium flux is \(J_t\) everywhere, so first arrivals must balance escapes: \(A_tK=A_bK_b\). For a reactive bottom, first arrivals equal escapes plus reactions. If reflected radicals are again assigned the mean escape probability,

\[
A_tKJ_t=A_bJ_b[K_b(1-S)+S].
\]

Replacing \(A_tK\) by \(A_bK_b\) gives

\[
\frac{J_b}{J_t}=\frac{K_b}{K_b+S-K_bS},\qquad K_b=\frac{A_t}{A_b}K .
\]

For a tapered hole, code should therefore use the escape probability from the bottom, not the transmission from the opening. Gas collisions inside the hole or non-diffuse reflection require a new transport calculation, since the equilibrium and symmetry arguments above were made for collisionless flow with cosine re-emission.
